# The Lorenz ratio at a node of the transport distribution

## The problem

Noninteracting electrons of charge $-e$ scatter elastically. Their transport distribution is

$$\Sigma(E)=\sum_{\mathbf k} v_x^2\,\tau\,\delta(E-\varepsilon_{\mathbf k})=C|E|^n ,$$

where the sum runs over all states, spin and bands included, per unit volume (per unit area for a sheet). Here $v_x$ is a velocity component, $\tau$ the transport scattering time and $C>0$. The system is isotropic. The chemical potential sits at the zero of $\Sigma$, so $\mu=0$.

Find the Lorenz ratio $L=\kappa_e/(\sigma T)$ for $n=1$ and $n=2$, in units of $L_0=(\pi^2/3)(k_B/e)^2$. The electronic heat conductivity $\kappa_e$ is defined at zero electric current; lattice heat is not counted.

## A tempting solution

Both conductivities are thermal averages of $\Sigma$. With $f$ the Fermi function and $f'=df/dE$, define

$$K_j=\int \Sigma(E)\,(E-\mu)^j\,(-f')\,dE .$$

The charge conductivity is $\sigma=e^2K_0$, and the heat conductivity is $\kappa_e\approx K_2/T$, up to a thermoelectric correction.

The factor $-f'$ is a narrow peak at $\mu$, so one places $\mu$ slightly off the node and takes $\Sigma(\mu)$ out of the integrals:

$$K_0\approx C|\mu|^n,\qquad K_2\approx C|\mu|^n\,\frac{\pi^2}{3}(k_BT)^2 .$$

The prefactor cancels, leaving $L=L_0$. This holds for every nonzero $\mu$, hence also in the limit $\mu\to0$. The Wiedemann-Franz law would then hold for every $n$.

## Where it fails

The peak $-f'$ has a width of a few $k_BT$. Taking $\Sigma$ out of the integral requires $\Sigma$ to change little over that width, which for a power law means $k_BT\ll|\mu|$. The limit $\mu\to0$ at fixed $T$ leaves this regime.

The discarded correction shows the failure. It subtracts $K_1^2/K_0$ from $K_2$, as derived below. To leading order $K_1\approx\Sigma'(\mu)(\pi^2/3)(k_BT)^2$, and $\Sigma'(\mu)/\Sigma(\mu)=n/\mu$, so

$$\frac{K_1^2/K_0}{K_2}\approx\frac{\pi^2}{3}\left(\frac{n\,k_BT}{\mu}\right)^2 .$$

This estimate grows without bound as $\mu\to0$, yet the true ratio can never exceed one, because $K_1^2\le K_0K_2$ by the Cauchy-Schwarz inequality. The expansion around $\mu$ has therefore broken down. At the node itself the argument divides zero by zero. The integrals must be done with the full energy dependence of $\Sigma$.

## The currents

In a steady state the linearized Boltzmann equation balances drift against relaxation of the deviation $\delta f$ from local equilibrium:

$$\mathbf v\cdot\nabla f+\dot{\mathbf k}\cdot\nabla_{\mathbf k}f=-\frac{\delta f}{\tau}.$$

Since $f$ depends on position through $(\varepsilon-\mu)/k_BT$,

$$\nabla f=(-f')\left[\nabla\mu+\frac{\varepsilon-\mu}{T}\nabla T\right].$$

An electric field $\mathbf F$ gives $\hbar\dot{\mathbf k}=-e\mathbf F$, and $\nabla_{\mathbf k}f=f'\hbar\mathbf v$. The field term is therefore $(-f')\,e\mathbf F\cdot\mathbf v$. With $\mathbf F^*=\mathbf F+\nabla\mu/e$,

$$\delta f=-\tau(-f')\,\mathbf v\cdot\left[e\mathbf F^*+\frac{\varepsilon-\mu}{T}\nabla T\right].$$

The electric current is $\mathbf J=-e\sum\mathbf v\,\delta f$, and the heat current is $\mathbf J_q=\sum(\varepsilon-\mu)\mathbf v\,\delta f$. Isotropy turns each sum over $v_iv_j\tau$ into an integral over $\Sigma$:

$$\mathbf J=e^2K_0\mathbf F^*+\frac{e}{T}K_1\nabla T,\qquad
\mathbf J_q=-eK_1\mathbf F^*-\frac{K_2}{T}\nabla T .$$

At $\nabla T=0$ this gives $\sigma=e^2K_0$. For the heat conductivity, $\mathbf J=0$ requires $e\mathbf F^*=-(K_1/K_0)\nabla T/T$. Inserting this into $\mathbf J_q=-\kappa_e\nabla T$ gives

$$\kappa_e=\frac1T\left(K_2-\frac{K_1^2}{K_0}\right),\qquad
L=\frac{1}{e^2T^2}\left[\frac{K_2}{K_0}-\left(\frac{K_1}{K_0}\right)^2\right].$$

With $x=(E-\mu)/k_BT$, the bracket is $(k_BT)^2$ times the variance of $x$ under the normalized weight $\Sigma(-f')$. Thus $L=(k_B/e)^2\,\mathrm{Var}(x)$: the Lorenz ratio measures the energy spread of the carriers that conduct charge.

## The integrals at the node

At $\mu=0$ both $\Sigma$ and $-f'$ are even in $E$, so $K_1=0$. Differentiating the Fermi function gives

$$-\frac{d}{dx}\frac1{e^x+1}=\frac{e^x}{(e^x+1)^2}=\frac1{4\cosh^2(x/2)} .$$

Define

$$M_s=\int_{-\infty}^{\infty}\frac{|x|^s}{4\cosh^2(x/2)}\,dx .$$

Then $K_0=C(k_BT)^nM_n$ and $K_2=C(k_BT)^{n+2}M_{n+2}$. Both $C$ and the temperature cancel:

$$\frac{L}{L_0}=\frac{3}{\pi^2}\,\frac{M_{n+2}}{M_n}.$$

For $s>0$, use evenness and integrate by parts; the boundary terms vanish at $0$ and at infinity:

$$M_s=2\int_0^\infty x^s\left(-\frac{d}{dx}\frac1{e^x+1}\right)dx
=2s\int_0^\infty\frac{x^{s-1}}{e^x+1}\,dx .$$

For $x>0$, $1/(e^x+1)=\sum_{m\ge1}(-1)^{m-1}e^{-mx}$. After $N$ terms the remainder of this alternating series is at most $e^{-(N+1)x}$ in magnitude. Its contribution to the integral is at most $\Gamma(s)/(N+1)^s$, which tends to zero, so integration term by term is allowed. Each term gives $\Gamma(s)/m^s$, hence

$$M_s=2s\,\Gamma(s)\,\eta(s)=2\,\Gamma(s+1)\,\eta(s),\qquad \eta(s)=\sum_{m\ge1}\frac{(-1)^{m-1}}{m^s}.$$

For $s>1$, $\eta$ is the full sum $\zeta(s)=\sum_m m^{-s}$ minus twice its even terms, which gives $\eta(s)=(1-2^{1-s})\zeta(s)$. With $\eta(1)=\ln2$, $\zeta(2)=\pi^2/6$ and $\zeta(4)=\pi^4/90$:

- $M_1=2\ln2=1.38629$
- $M_2=4\cdot\frac12\cdot\frac{\pi^2}{6}=\frac{\pi^2}{3}=3.28987$
- $M_3=12\cdot\frac34\,\zeta(3)=9\zeta(3)=10.81851$
- $M_4=48\cdot\frac78\cdot\frac{\pi^4}{90}=\frac{7\pi^4}{15}=45.45758$

Directly, $M_0=1$, the total drop of the Fermi function.

## The result

For $n=1$,

$$\frac{L}{L_0}=\frac{3}{\pi^2}\,\frac{9\zeta(3)}{2\ln2}=\frac{27\,\zeta(3)}{2\pi^2\ln2}=2.372 .$$

For $n=2$,

$$\frac{L}{L_0}=\frac{3}{\pi^2}\cdot\frac{7\pi^4}{15}\cdot\frac{3}{\pi^2}=\frac{21}{5}=4.2 .$$

For $n=0$ the ratio is $(3/\pi^2)(M_2/M_0)=1$. An energy-independent $\Sigma$ thus obeys the Wiedemann-Franz law at any temperature within this model.

## Why the ratio is large

The node removes carriers near $E=0$ from the charge current. These carry little heat, so the mean of $x^2$ over the remaining ones rises from 3.29 at $n=0$ to 7.80 at $n=1$ and 13.82 at $n=2$.

The variance can be split further. If only the states at $E>0$ conducted, the mean of $x^2$ would be unchanged, but $x$ would have the mean $M_{n+1}/M_n$. That band alone would give

$$\frac{L_{\rm one}}{L_0}=\frac{3}{\pi^2}\left[\frac{M_{n+2}}{M_n}-\left(\frac{M_{n+1}}{M_n}\right)^2\right].$$

This is 0.660 for $n=1$ and 0.913 for $n=2$, both below one. The remaining parts, 1.712 and 3.287, come from the squared mean. With both bands present, electrons and holes drift together down the temperature gradient. Their charge currents cancel while their heat currents add, so the condition $\mathbf J=0$ no longer stops either flow. This counterflow of charge supplies most of $L$ in both cases.

## Away from the node

For $n=2$ the general case is elementary. Put $a=\mu/k_BT$, so that $\Sigma\propto(x+a)^2=x^2+2ax+a^2$. Odd powers of $x$ integrate to zero, and in common units

$$K_0=a^2+\frac{\pi^2}{3},\qquad K_1=\frac{2\pi^2}{3}a,\qquad K_2=\frac{\pi^2}{3}a^2+\frac{7\pi^4}{15}.$$

Therefore

$$\frac{L}{L_0}=\frac{a^2+7\pi^2/5}{a^2+\pi^2/3}-\frac{(4\pi^2/3)\,a^2}{(a^2+\pi^2/3)^2}.$$

At $a=0$ this is $21/5$. For large $|a|$ it becomes $1+\left(\frac75-\frac13-\frac43\right)\pi^2/a^2=1-4\pi^2/(15a^2)$.

For $n=1$ and $a\gg1$, replacing $|x+a|$ by $x+a$ costs terms that are exponentially small in $a$. Then $K_0=a$, $K_1=\pi^2/3$ and $K_2=a\pi^2/3$, so $L/L_0=1-\pi^2/(3a^2)$.

In both cases the tempting answer is recovered when $|\mu|\gg k_BT$, and it is approached from below. The ratio therefore crosses one as $\mu$ moves away from the node.

## Example: neutral graphene

In a two-dimensional Dirac cone with $|\varepsilon|=\hbar vk$ and fourfold degeneracy, the number of states per area up to wave number $k$ is $4\pi k^2/(2\pi)^2=k^2/\pi$. The density of states is thus $2|E|/(\pi\hbar^2v^2)$. The angular average of $v_x^2$ is $v^2/2$, so

$$\Sigma(E)=\frac{|E|\,\tau(E)}{\pi\hbar^2}.$$

A constant $\tau$ gives $n=1$, $\tau\propto|E|$ gives $n=2$, and $\tau\propto1/|E|$ gives $n=0$. The exponent depends on the scattering mechanism as well as on the band structure.

Take $T=300$ K, $v=10^6$ m/s and constant $\tau=0.10$ ps. Then $k_BT=25.85$ meV and $\hbar/(2\tau k_BT)=0.127$, so $k_BT\tau/\hbar=1/(2\times0.127)\approx3.9$. The sheet conductivity is

$$\sigma=\frac{e^2}{\pi\hbar}\,\frac{k_BT\tau}{\hbar}\,2\ln2=0.422\ \text{mS}.$$

With $L=2.372\times2.443\times10^{-8}=5.795\times10^{-8}$ W Ω/K², the electronic sheet heat conductance is

$$\kappa_e=L\sigma T=(5.795\times10^{-8})(0.4219\times10^{-3})(300)\ \text{W/K}=7.33\ \text{nW/K}.$$

Using $L_0$ instead would give 3.09 nW/K.

## How far the example can be trusted

**The real case.** The chosen $\tau$ corresponds to a mobility of about 8600 cm²/Vs at $10^{12}$ cm⁻², which is in the usual range for graphene on silica. Such samples are not uniformly neutral: charged impurities shift the local chemical potential by roughly 50 meV. A uniform offset of that size, with $T$ and $\tau$ held fixed, lowers $L/L_0$ from 2.37 to about 1.2; an offset of 10 meV gives 2.27. A real sample contains regions of both signs, and its effective ratio requires a spatial average that is not made here. The value 2.37 therefore belongs to a sample much more uniform than is typical on silica.

**Level broadening.** A finite lifetime fills in the node. As an estimate, replace $e^2\Sigma$ by the Kubo conductivity for a constant half-width $\gamma=\hbar/(2\tau)=3.29$ meV, without vertex corrections:

$$\sigma(E)=\frac{2e^2}{\pi h}\left[1+\left(\frac E\gamma+\frac\gamma E\right)\arctan\frac E\gamma\right].$$

This closed form was compared with direct integration over $2\times2$ Green functions at $(E,\gamma)=(0.3,0.5)$, $(2,0.5)$ and $(1,1)$ in a common energy unit. The relative difference was below $10^{-6}$. At large $|E|$ the formula returns the linear law; at $E=0$ it leaves a floor of $4e^2/(\pi h)$. Here the floor lowers $L/L_0$ only to about 2.3. When $k_BT\ll\gamma$, however, $\sigma(E)$ is nearly constant over the thermal window and the ratio returns to one.

**Phonons.** Acoustic phonons, treated as a series resistance of roughly 30 Ω that does not depend on energy, also give about 2.3. Optical phonons scatter inelastically, outside the assumptions. For graphene's own optical phonons, about 6 % of the heat integral comes from carriers with $|E|$ above the rough phonon energy of 200 meV. At $\mu=0$ this energy is not a threshold: a carrier below it can emit or absorb a phonon by crossing between the bands, and for an energy-independent coupling about 80 % of the phonon events at 300 K are of this kind. With a rough coupling of 14 eV/Å the heat-weighted rate is nevertheless only of order 1 % of $1/\tau$. Silica also has polar surface phonons near 60 meV, which scatter the carriers through their electric field. Most of the heat integral lies above that energy, so on silica the assumption of elastic scattering is less secure than these figures suggest. The lattice itself conducts far more heat: a rough 600 W/(m K) times a thickness of 0.34 nm is about 200 nW/K, and the electronic part is about 4 % of that. A measurement must separate the two.

**Electron-electron collisions.** These are the most serious omission of principle. For a Coulomb coupling $\alpha=e^2/(4\pi\epsilon_0\epsilon_r\hbar v)$, the thermal scale $k_BT/\hbar$ and two powers of the interaction suggest a rate $1/\tau_{ee}\sim\alpha^2k_BT/\hbar$. With a rough $\epsilon_r=2.5$, $\alpha=0.88$ and $\tau_{ee}\sim0.03$ ps, so $\tau/\tau_{ee}\sim3$.

The direction of the effect follows from momentum conservation. In both bands of the cone $\varepsilon\mathbf v=v^2\hbar\mathbf k$, so at $\mu=0$ the heat current is $v^2$ times the total momentum. Collisions between electrons conserve that momentum and do not relax the heat current. They can relax the charge current, in which electrons and holes move oppositely. If their rate is simply added to $1/\tau$ for charge alone, $\sigma$ falls by a factor of about $1+3=4$, and $L/L_0$ rises to roughly 10. This is an order-of-magnitude estimate for a uniform neutral sheet, because the prefactor of the collision rate was set to one and not derived. With a prefactor $c$ the same argument gives $L/L_0\approx2.37\,(1+c\,\tau/\tau_{ee})$, so $c=3$ would already give about 24.

Changing $\tau$ does not remove both difficulties, because

$$\frac{\hbar}{2\tau k_BT}\cdot\frac{\tau}{\tau_{ee}}\sim\frac{\alpha^2}{2},$$

which is 0.38 here. A longer $\tau$ sharpens the node but gives collisions more time to act. Within these estimates, both ratios can be small only if $\alpha^2\ll1$. For graphene, 2.37 is thus the noninteracting reference value for an energy-independent $\tau$, and not a prediction of the measured ratio. Charged impurities, common on silica, make $\tau$ depend on energy: without screening $\tau\propto|E|$ and the reference value would be 4.2, which screening lowers. The values used are collected in the numerical output.

## Calculated quantities

```
General result (kB/e)^2 = 7.4258e-09 V^2/K^2
L0 = 2.4430e-08 W Ohm/K^2
M(0) = 1.00000
M(1) = 1.38629
M(2) = 3.28987
M(3) = 10.81851
M(4) = 45.45758
n=0: mean x^2 = 3.2899, L/L0 = 1.0000
n=1: mean x^2 = 7.8039, L/L0 = 2.3721
n=2: mean x^2 = 13.8174, L/L0 = 4.2000
n=1: one band alone L/L0 = 0.6602, counterflow part = 1.7119
n=2: one band alone L/L0 = 0.9130, counterflow part = 3.2870
Graphene: T = 300 K, v = 1.0e+06 m/s, tau = 0.10 ps
kB T = 25.85 meV
mobility at 1e12 cm^-2 = 8572 cm2/Vs
sheet conductivity = 0.4219 mS
electronic sheet heat conductance = 7.334 nW/K
same with L = L0: 3.092 nW/K
L = 5.795e-08 W Ohm/K^2
shift of L/L0 on halving the quadrature nodes = 7.7e-14
level half-width hbar/(2 tau) = 3.29 meV, over kB T = 0.127
with broadening: L/L0 = 2.335, sheet conductivity = 0.4295 mS
offset mu = 10 meV: L/L0 = 2.268, subtracted mean^2 part = 0.042
offset mu = 50 meV: L/L0 = 1.245, subtracted mean^2 part = 0.305
acoustic phonons, rough 30 Ohm: L/L0 = 2.334
heat-integral share above rough optical phonon 200 meV = 5.6 %
lattice, rough 600 W/(m K) times 0.34 nm: 204 nW/K
electronic over lattice heat = 3.6 %
permittivity (rough) = 2.5, coupling alpha = 0.88
electron-electron time, order of magnitude = 0.033 ps
tau/tau_ee = 3.0
product of width/kBT and tau/tau_ee = 0.38
```
